\section*{Why the LB94 exchange potential is not a functional derivative}

\section{Model potentials that are not functional derivatives}

A Kohn--Sham calculation run with a potential that was modelled directly, with no energy functional behind it, returns no unique total energy, and the Hellmann--Feynman forces on an isolated system need not add up to zero. For the one-electron atom below, two reconstructions of the exchange energy that agree for the exact exchange potential differ by 4.35~eV for the LB94 potential, and the density pushes on itself with 1.16~eV/\AA. Both defects come from the antisymmetric part of the kernel $\delta v/\delta n$. They are not equivalent: for a translation-covariant potential that stays bounded as the density is scaled to zero, a net force proves that no functional exists, while its absence proves nothing.

\subsection{Work and curvature}

Atomic units are used in the algebra. A rule $n\mapsto v[n](\mathbf r)$ assigns to a path $n_t$ the work $W=\int dt\int v[n_t]\,\partial_t n_t\,d^3r$. If $v=\delta E/\delta n$, the chain rule makes the integrand $dE/dt$, and $W=\Delta E$ on every path. Let $La$ be the first-order change of $v$ under $n\to n+a$, and define
\begin{equation}
\Omega(a,b)=\int (a\,Lb-b\,La)\,d^3r .
\end{equation}
For a family $n(s,t)$ put $A_s=\int v\,\partial_s n$ and $A_t=\int v\,\partial_t n$. The terms $\int v\,\partial_s\partial_t n$ cancel in the difference of cross derivatives, leaving
\begin{equation}
\partial_sA_t-\partial_tA_s=\int\left[(L\partial_sn)\,\partial_tn-(L\partial_tn)\,\partial_sn\right]=-\Omega(\partial_sn,\partial_tn).
\label{curl}
\end{equation}
By Green's theorem a small loop spanned by $a$ and $b$ carries work proportional to $\Omega(a,b)$, so path independence requires $\Omega\equiv0$. Conversely, on a convex set of densities take $n(s,t)=n_0+t(n+s\eta-n_0)$ and $E=\int_0^1A_t\,dt$. If $\Omega\equiv0$, then $\partial_sE=\int_0^1\partial_tA_s\,dt=A_s(1)-A_s(0)=\int v[n]\,\eta$, because $\partial_s n=t\eta$. Hence $v=\delta E/\delta n$.

For a potential $v=g(n,\gamma)$ with $\gamma=|\nabla n|$ and $\hat{\mathbf m}=\nabla n/\gamma$, one has $Lb=g_nb+g_\gamma\hat{\mathbf m}\cdot\nabla b$. The $g_n$ terms cancel, and
\begin{equation}
\Omega(a,b)=\int g_\gamma\,\hat{\mathbf m}\cdot(a\nabla b-b\nabla a)=\int g_\gamma\,a^2\,\hat{\mathbf m}\cdot\nabla(b/a).
\label{semi}
\end{equation}
Choose $a$ concentrated near $\mathbf r_0$, even about it with $\int a=0$, and $b=a\,\hat{\mathbf m}(\mathbf r_0)\cdot(\mathbf r-\mathbf r_0)$, which is odd and so also conserves $N$. Then $\Omega\approx g_\gamma(\mathbf r_0)\int a^2$, so integrability demands $g_\gamma=0$. A true GGA potential $v=e_n-\nabla\cdot(e_\gamma\hat{\mathbf m})$ escapes through its second derivatives. Linearizing it and integrating the divergence by parts gives
\begin{equation}
\int a\,Lb=\int\left[e_{nn}ab+e_{n\gamma}\hat{\mathbf m}\cdot(a\nabla b+b\nabla a)+\nabla a\cdot K\nabla b\right],
\end{equation}
with $K=e_{\gamma\gamma}\hat{\mathbf m}\hat{\mathbf m}^T+(e_\gamma/\gamma)(1-\hat{\mathbf m}\hat{\mathbf m}^T)$, which is symmetric in $a$ and $b$.

The exchange part of LB94 for one spin channel is
\begin{equation}
v=-\tfrac43C_xn^{1/3}-\beta n^{1/3}h(x),\qquad h=\frac{x^2}{D},\qquad D=1+3\beta x\,\mathrm{asinh}\,x,
\end{equation}
with $x=\gamma/n^{4/3}$, $C_x=\frac32(3/4\pi)^{1/3}=0.930526$ and the method's parameter $\beta=0.05$. Then $g_\gamma=-\beta n^{1/3}n^{-4/3}h'=-\beta h'/n$, and $h'=(2xD-x^2D')/D^2$ has numerator $2x+3\beta x^2(\mathrm{asinh}\,x-x/\sqrt{1+x^2})$. The bracket vanishes at $x=0$ and its derivative $(1+x^2)^{-1/2}-(1+x^2)^{-3/2}$ is positive, so $h'>0$ and $g_\gamma<0$ wherever $\gamma\neq0$. The control is B88, $e=-n^{4/3}[C_x+bx^2/(1+6bx\,\mathrm{asinh}\,x)]$ with $b=0.0042$.

\subsection{The model atom and two paths}

One spin-up electron has $n=Ce^{-2\rho}$, $\rho=r-\kappa z$, $|\kappa|<1$, $\mu=z/r$. Then $\nabla\rho=\hat{\mathbf r}-\kappa\hat{\mathbf z}$, $w=|\nabla\rho|=(1-2\kappa\mu+\kappa^2)^{1/2}$, $\gamma=2wn$ and $\hat{\mathbf m}=-\nabla\rho/w$. The radial integral $\int r^2e^{-2r(1-\kappa\mu)}dr=\frac14(1-\kappa\mu)^{-3}$ gives $1/C=\frac{\pi}{2}\int_{-1}^1(1-\kappa\mu)^{-3}d\mu=\pi/(1-\kappa^2)^2$. For $\psi=e^{-\rho}$, $\nabla^2\psi/\psi=w^2-2/r$, so $\psi$ is the nodeless eigenstate, hence the ground state, of $v_s=-1/r-\kappa\mu$ with eigenvalue $-(1+\kappa^2)/2$.

Consider $n(q,\lambda)=qn_\lambda$ with $n_\lambda=\lambda^3n(\lambda\mathbf r)$. Under this scaling $n^{1/3}\to\lambda n^{1/3}$ and $\gamma\to\lambda^4\gamma$, so $x$ is unchanged and $v[qn_\lambda](\mathbf r)=\lambda\,v[qn](\lambda\mathbf r)$. With $\mathbf u=\lambda\mathbf r$ and $\partial_\lambda n_\lambda=\lambda^{2}(3n+\mathbf u\cdot\nabla n)(\mathbf u)$,
\begin{align}
A_q(q,\lambda)&=\lambda\int v[qn]\,n=\lambda A_q(q,1),\\
A_\lambda(q,\lambda)&=q\int v[qn]\,(3n+\mathbf r\cdot\nabla n)=A_\lambda(q).
\end{align}
The $q$ path fills the density at fixed shape, $W_q=\int_0^1A_q(q,1)\,dq$. The $\Lambda$ path contracts one electron from infinite dilution at a constant rate, $W_\Lambda=A_\lambda(1)$, the Levy--Perdew virial expression. The two starting points are joined at no cost: the edge $\lambda\to0$ carries $\lambda W_q\to0$, and $A_\lambda(q\to0)=0$ because $\beta(qn)^{1/3}h(x_q)\le\gamma/(3n\,\mathrm{asinh}\,x_q)$ stays bounded, where $x_q=q^{-1/3}x$. At $\lambda=1$, Eq.~\eqref{curl} reads $dA_\lambda/dq-A_q=-\Omega$, and integrating over $q$ gives $W_q-W_\Lambda=\int_0^1\Omega\,dq$. Here $a=n$, $b=qn(3-2\rho)$ since $\mathbf r\cdot\nabla\rho=\rho$, so $\hat{\mathbf m}\cdot\nabla(b/a)=2qw$, and $g_\gamma=-\beta h'(x_q)/(qn)$. Equation~\eqref{semi} yields
\begin{equation}
W_q-W_\Lambda=-\beta\int_0^1dq\int h'(x_q)\,\gamma\,d^3r<0 .
\label{gap}
\end{equation}
The fixed sign uses $\nabla(\mathbf r\cdot\nabla\ln n)=\nabla\ln n$, which holds here because $\ln n$ is, up to a constant, homogeneous of degree one in $\mathbf r$; for a general density the integrand can change sign. The LDA term cancels from the gap.

At $\kappa=0.2$ ($C=1.9797$~\AA$^{-3}$),
\begin{equation}
W_q-W_\Lambda=-11.7361+7.3853=-4.3508~\mathrm{eV}\;(-0.15989~\mathrm{hartree}),
\end{equation}
and Eq.~\eqref{gap} gives the same value. Exact exchange for one electron is minus the Hartree energy, $-8.2526$~eV. Relative to it, $W_q$ is 3.48~eV (42\%) too low and $W_\Lambda$ is 0.87~eV (11\%) too high, and the gap is 53\% of its magnitude. B88 gives $-8.2055$~eV on both paths and from its energy density.

\subsection{The net force}

Define $\mathbf F=-\int n\nabla v=\int v\nabla n$; surface terms vanish at infinity and, as a power of $r$, at the cusp. Assume the rule is covariant, $v[n(\cdot-\mathbf a)](\mathbf r)=v[n](\mathbf r-\mathbf a)$. To first order in $\mathbf a$ this says $\nabla v=L\nabla n$. Varying $\mathbf F$ and integrating the second term by parts,
\begin{equation}
\delta\mathbf F=\int(L\delta n)\nabla n-\int\delta n\,\nabla v=\int\left[\nabla n\,L\delta n-\delta n\,L\nabla n\right]=\Omega(\nabla n,\delta n).
\label{dF}
\end{equation}
If $\Omega\equiv0$, $\mathbf F$ is constant along any path. If also $v[qn]$ stays bounded as $q\to0$, as it does for LB94 on the model density, then $\mathbf F[qn]=q\int v[qn]\nabla n\to0$, and the constant is zero. The second condition is needed: with $\mathbf R_n=\int\mathbf r\,n/N$ and a fixed vector $\mathbf f$, the functional $E=-\mathbf f\cdot\mathbf R_n$ has the covariant derivative $-\mathbf f\cdot(\mathbf r-\mathbf R_n)/N$, which diverges as $N\to0$ and exerts the net force $\mathbf f$ at every $q$. The force is itself a path dependence. A rigid translation has $\partial_tn=-\mathbf a\cdot\nabla n$ and costs $-\mathbf a\cdot\mathbf F$; filling the density, translating it and emptying it again is a closed loop with work $W_q-\mathbf a\cdot\mathbf F-W_q$. Scaling about a centre $\mathbf R$ replaces $\mathbf r$ by $\mathbf r-\mathbf R$ in $A_\lambda$, so
\begin{equation}
W_\Lambda(\mathbf R)=W_\Lambda(0)-\mathbf R\cdot\mathbf F .
\end{equation}

Along the $q$ path, Eq.~\eqref{dF} has $a=q\,\partial_zn=-2q(\mu-\kappa)n$ and $b=n$, so $a\nabla b-b\nabla a=-b^2\nabla(a/b)=2qn^2\nabla\mu$. With $\nabla\mu=(\hat{\mathbf z}-\mu\hat{\mathbf r})/r$, $\nabla\rho\cdot\nabla\mu=(\mu-\mu-\kappa+\kappa\mu^2)/r$, hence $\hat{\mathbf m}\cdot\nabla\mu=\kappa(1-\mu^2)/(rw)$ and
\begin{equation}
F_z=-2\beta\kappa\int_0^1dq\int h'(x_q)\,n\,\frac{1-\mu^2}{rw}\,d^3r .
\label{Fz}
\end{equation}
The force opposes the polarization for every $|\kappa|<1$. At $\kappa=0.2$, Eq.~\eqref{Fz} and direct differentiation of $v$ both give $-1.1611$~eV/\AA{} ($-0.02258$~hartree/bohr). Moving the scaling centre by 1~\AA{} along $z$ therefore gives $W_\Lambda=-7.3853+1.1611=-6.2242$~eV. The B88 force is $4\times10^{-9}$~eV/\AA, a numerical residue.

To first order in $\kappa$, vary from the spherical density $n_0$ instead: $a=-2\mu n_0$, $b=2zn_0$, $b/a=-r$, $\hat{\mathbf m}=-\hat{\mathbf r}$, and $\mu^2$ averages to $1/3$, so
\begin{equation}
\frac{dF_z}{d\kappa}=\int g_\gamma\,4\mu^2n_0^2=-\tfrac43\,\beta\int h'n_0\,d^3r .
\end{equation}
By Eq.~\eqref{semi}, $\Omega(n,\rho n)=\beta\int h'nw$, which at $\kappa=0$ is this same integral, 1.2855~eV\,\AA. Unit conversion divides by the squared Bohr radius: $-\frac43(1.2855)/(0.529177)^2=-6.121$~eV/\AA. The estimate $0.2\times(-6.121)=-1.224$~eV/\AA{} exceeds the full force by 5\% in magnitude; reflection makes $F_z$ odd in $\kappa$, so the relative correction begins at order $\kappa^2$.

In a Kohn--Sham potential $v_s=v_{\rm ext}+v_H+v$, a stationary state has $\int n\nabla v_s=0$, since $\langle[H,\nabla]\rangle=0$, and $\int n\nabla v_H=0$ because the Coulomb pair force is antisymmetric. Therefore $\int n\nabla v_{\rm ext}=\mathbf F$. The left side is $-\partial_{\mathbf a}\int n\,v_{\rm ext}(\mathbf r-\mathbf a)$, the Hellmann--Feynman force on the source of $v_{\rm ext}$. For a self-consistent isolated molecule in a complete basis the nuclear forces thus sum to $\mathbf F$. In adiabatic propagation Ehrenfest's theorem gives $\partial_t^2\int\mathbf r\,n=-\int n\nabla v_{\rm ext}+\mathbf F$, an acceleration with no agent. The model density is self-consistent for $v_{\rm ext}=v_s-v_H-v$, not for a bare nucleus, so its 1.16~eV/\AA{} is not a prediction for a real atom.

\subsection{Zero force is not enough}

Equation~\eqref{dF} probes $\Omega$ only in the three directions $\nabla n$. At $\kappa=0$ spherical symmetry gives $\mathbf F=0$, yet $W_q-W_\Lambda=-12.0673+7.5901=-4.4772$~eV. This gap has a loophole: a constant $c[n]$ added to $v$ changes $W_q$ by $N\int_0^1c[qn]\,dq$ and leaves $W_\Lambda$ alone, so it could be tuned to close the gap. It cannot affect $\mathbf F$ or paths with $\int\partial_tn=0$. Two such paths lead from $n_{\lambda_0}$ to $n$: scaling, and linear mixing. On $(1-t)n_\lambda+tn$, with $t\in[0,1]$ and $\lambda\in[\lambda_0,1]$, $A_\lambda$ vanishes at $t=1$ and $A_t$ at $\lambda=1$, so integrating Eq.~\eqref{curl} leaves
\begin{equation}
W_{\rm mix}-W_{\rm scale}=-\iint\Omega\big(n-n_\lambda,(1-t)\partial_\lambda n_\lambda\big)\,dt\,d\lambda .
\end{equation}
For $\lambda_0=0.5$ the constant rate gives $W_{\rm scale}=0.5\times(-7.5901)=-3.795$~eV, while $W_{\rm mix}=-4.264$~eV. The difference, $-0.469$~eV ($-0.01723$~hartree), is 12\% of $|W_{\rm scale}|$ and equals the surface integral. B88 gives $-4.2144$~eV both ways. The numerical check computes the works, the force and $\Omega(n,\rho n)$ from their definitions, evaluates the surface integrals with Eq.~\eqref{semi}, compares the slope with $\int v\,\partial_zn$ at $\kappa=10^{-3}$, and asserts agreement in each case.

\subsection{Practice}

A potential of the form $g(n,|\nabla n|)$ with $g_\gamma\ne0$ can be rejected as a functional derivative by inspection. For other forms, two finite differences of $v$ give $\Omega(a,b)$ for trial perturbations, and one nonzero value settles the question; number-conserving $a$ and $b$ make the result independent of constants. The sum of Hellmann--Feynman forces is a free diagnostic only for densities whose symmetry allows a vector, and in a finite basis it also contains basis error, so a control run with a true functional is needed.

For a potential that is not a functional derivative, an energy obtained by line integration has meaning only together with its path, the constant in the potential and, for $W_\Lambda$ when $\mathbf F\neq0$, the scaling centre. Evaluating a separate functional on the density removes the ambiguity, but that energy is not stationary with respect to the orbitals, so its gradient is not the Hellmann--Feynman force. Adding $\mathbf F\cdot\mathbf r/N$ to $v$ contributes the force $-\mathbf F$ and cancels the net force, at the price of a potential that falls without limit on one side, so that an isolated system has no bound ground state unless it is confined. The correction vanishes for a spherical atom and leaves the 0.469~eV untouched. Without this added term, the orbital equation with the model potential remains well defined. Forces that are the gradient of an energy without orbital-response terms need an energy whose derivative is the potential; at the gradient-corrected level this means modelling $e(n,\gamma)$ and keeping the whole of $e_n-\nabla\cdot(e_\gamma\hat{\mathbf m})$.

\section*{Table of computed values}
\begin{verbatim}
beta (LB94) = 0.0500 
b (B88) = 0.0042 
Cx = 0.930526 
hartree = 27.21139 eV
bohr = 0.529177 angstrom
shifted scaling centre R = 1.00 angstrom
--- kappa = 0.2, C = 1.9797 angstrom^-3
exact exchange -J = -8.2526 eV
LDA exchange = -7.0979 eV
B88 energy (libxc) = -8.2055 eV
B88 W_q = -8.2055 eV
B88 W_Lambda(R) = -8.2055 eV
B88 |F_z| = 4e-09 eV/angstrom
B88 |Omega(n,rho n)| = 5e-11 eV angstrom
LB94 Omega(n,rho n) = 1.2486 eV angstrom
LB94 W_q = -11.7361 eV
LB94 W_Lambda(0) = -7.3853 eV
LB94 W_q - W_Lambda = -4.3508 eV (-0.15989 hartree)
LB94 Stokes value = -4.3508 eV
LB94 W_Lambda(R) = -6.2242 eV
LB94 W_Lambda(R) - W_Lambda(0) = 1.1611 eV
LB94 F_z = -int n dv/dz = -1.1611 eV/angstrom (-0.02258 hartree/bohr)
LB94 F_z from Omega along q = -1.1611 eV/angstrom
--- kappa = 0.0, C = 2.1481 angstrom^-3
exact exchange -J = -8.5036 eV
LDA exchange = -7.2937 eV
B88 energy (libxc) = -8.4289 eV
B88 W_q = -8.4289 eV
B88 W_Lambda(R) = -8.4289 eV
B88 |F_z| = 8e-20 eV/angstrom
B88 |Omega(n,rho n)| = 5e-11 eV angstrom
LB94 Omega(n,rho n) = 1.2855 eV angstrom
LB94 W_q = -12.0673 eV
LB94 W_Lambda(0) = -7.5901 eV
LB94 W_q - W_Lambda = -4.4772 eV (-0.16453 hartree)
LB94 Stokes value = -4.4772 eV
LB94 W_Lambda(R) = -7.5901 eV
LB94 W_Lambda(R) - W_Lambda(0) = -0.0000 eV
LB94 F_z = -int n dv/dz = 0.0000 eV/angstrom (0.00000 hartree/bohr)
LB94 F_z from Omega along q = -0.0000 eV/angstrom
--- linear force and number-conserving paths (kappa = 0)
dF_z/dkappa = -6.1210 eV/angstrom
linear estimate of F_z at kappa 0.2 = -1.2242 eV/angstrom
lambda_0 = 0.50 
B88 W_mix = -4.2144 eV
B88 W_scale = -4.2144 eV
LB94 W_mix = -4.2638 eV
LB94 W_scale = -3.7950 eV
LB94 W_mix - W_scale = -0.4687 eV (-0.01723 hartree)
LB94 Stokes value = -0.4687 eV
\end{verbatim}
